# Non-Aufbau Self-Consistent Solutions as Saddle Points and Their Estimated Order, part 1

(Sections cited here and not found follow in the second part.)

## 1. Hartree–Fock: one inverted gap and its curvature

**Q:** A self-consistent determinant with a hole below an occupied orbital satisfies the same equations as the ground state. Why should it matter that the hole is there? Start with what is varied.

**A:** The energy of one determinant is varied with respect to its orbitals. I use Rydberg atomic units: lengths are in bohr, energies in Ry, the kinetic operator is $-\nabla^2$, and two electrons repel with $2/r_{12}$. Occupations are zero or one. Orbitals are orthonormal, each has a definite spin, and rotations do not change spin. Occupied orbitals are $i,j,k,l$, empty ones $a,b$. The orbitals of the solution are real, but I shall allow them to be rotated into complex ones. Write

$$(pq|rs)=\iint \phi_p(1)\phi_q(1)\frac{2}{r_{12}}\phi_r(2)\phi_s(2)\,d1\,d2 ,$$

with $J_{pq}=(pp|qq)$, and $K_{pq}=(pq|pq)$ for equal spins, $K_{pq}=0$ for opposite spins. With $h$ the kinetic energy plus nuclear attraction, the Hartree–Fock energy is

$$E_0=E_{\rm nuc}+\sum_k h_{kk}+\tfrac12\sum_{kl}(J_{kl}-K_{kl}).$$

The Fock matrix for a given spin is

$$F_{pq}=h_{pq}+\sum_k\left[(pq|kk)-\delta_{\rm spin}(pk|kq)\right],$$

where $\delta_{\rm spin}$ is one if $k$ has the spin of $p$ and $q$, and zero otherwise. Self-consistency means that $F$, built from the occupied orbitals, is diagonal in the same orbitals: $F_{pq}=\varepsilon_p\delta_{pq}$. Nothing in this condition says which orbitals are occupied.

**Q:** Then show me that this condition is the vanishing of a slope.

**A:** Replace $\phi_i$ by $\phi_i+\theta z\phi_a$, with small real $\theta$ and a phase $z=1$ or $z=\sqrt{-1}$. To first order the norm is unchanged. The one-electron energy changes by $\theta(z+z^*)h_{ia}$. The density of orbital $i$ changes by $\theta(z+z^*)\phi_i\phi_a$, so the Coulomb sum changes by $\theta(z+z^*)\sum_k(ia|kk)$. The factor $\tfrac12$ has gone because $i$ occurs in either place of the double sum. The exchange sum changes likewise by $-\theta(z+z^*)\sum_k\delta_{\rm spin}(ik|ka)$. The term $k=i$ cancels between the two sums, as it should, since an electron does not repel itself. Altogether

$$\left.\frac{dE}{d\theta}\right|_0=(z+z^*)F_{ia}=0 .$$

For $z=1$ this is the occupied–empty part of the self-consistency condition. Rotations among occupied orbitals of one spin, or among empty ones, change neither the energy nor the Fock operator, so they can be used freely to diagonalize the remaining blocks of $F$. For $z=\sqrt{-1}$ the slope vanishes because the reference orbitals are real.

**Q:** A vanishing slope is common to minima, maxima and saddles. What happens at finite $\theta$?

**A:** Use the normalized rotation $\phi_i\to\cos\theta\,\phi_i+z\sin\theta\,\phi_a$ and leave the other occupied orbitals alone. A determinant is linear in each of its columns, so

$$\Phi(\theta)=\cos\theta\,\Phi_0+z\sin\theta\,\Phi_i^a ,$$

where $\Phi_i^a$ has $a$ in place of $i$. These two determinants are orthonormal. Let $E_i^a$ be the energy of $\Phi_i^a$ and $M=\langle\Phi_0|\hat H|\Phi_i^a\rangle$, which is real. Then

$$E(\theta)=\cos^2\theta\,E_0+\sin^2\theta\,E_i^a+(z+z^*)\sin\theta\cos\theta\,M .$$

For $z=1$ the slope at zero is $2M$. We have just shown that it vanishes, so $M=0$. Hence, for either phase,

$$E(\theta)=E_0+\sin^2\theta\,(E_i^a-E_0).$$

Since $\sin^2\theta=\theta^2+O(\theta^4)$, the second derivative at zero is

$$d_{ia}=2(E_i^a-E_0).$$

The orbitals in $\Phi_i^a$ are those of the solution being examined; they are not reoptimized after the swap.

**Q:** That is a difference of total energies. I was promised orbital energies.

**A:** Subtract the two energies. All terms that do not contain $i$ or $a$ cancel:

$$E_i^a-E_0=h_{aa}-h_{ii}+\sum_{k\ne i}\left[(J_{ak}-K_{ak})-(J_{ik}-K_{ik})\right].$$

Now compare with the diagonal elements of $F$. For the occupied orbital, $J_{ii}-K_{ii}=0$, so

$$\varepsilon_i=h_{ii}+\sum_{k\ne i}(J_{ik}-K_{ik}).$$

The empty orbital feels all occupied orbitals, including $i$:

$$\varepsilon_a=h_{aa}+\sum_{k\ne i}(J_{ak}-K_{ak})+J_{ia}-K_{ia}.$$

Solving these for the sums gives

$$E_i^a-E_0=\varepsilon_a-\varepsilon_i-(J_{ia}-K_{ia}),$$

and therefore

$$d_{ia}=2(\varepsilon_a-\varepsilon_i)-2(J_{ia}-K_{ia}).$$

The first term is the gap estimate. The second removes the repulsion by the electron in $i$, which is included in $\varepsilon_a$ although that electron has left $i$ once $a$ is filled.

**Q:** The correction could have either sign, so an inverted gap might still give an upward curvature.

**A:** Its sign is fixed. Consider

$$\tfrac12\iint\frac{2}{r_{12}}\left[\phi_i(1)\phi_a(2)-\phi_a(1)\phi_i(2)\right]^2d1\,d2 .$$

The two squares give $J_{ia}$ each and the cross term gives $-2K_{ia}$. With the prefactor, the integral equals $J_{ia}-K_{ia}$. The integrand is nonnegative, and the bracket cannot vanish everywhere because $\phi_i$ and $\phi_a$ are orthogonal and normalized. Thus $J_{ia}-K_{ia}>0$.

If $\varepsilon_a<\varepsilon_i$, both terms in $d_{ia}$ are negative. A Hartree–Fock solution with such a same-spin hole is therefore not a minimum. Even a zero gap would give a negative curvature. The converse is not available: with a positive gap, the second term can still make $d_{ia}$ negative.

**Q:** Put numbers to this. If the correction is small, the gap alone will do.

**A:** Take H$_2$ at a separation of 1.4 bohr in the 6-31G basis. Let $g$ be the lowest even orbital and $u$ the lowest odd one, both with respect to exchange of the protons. The configuration $u^2$ has both electrons, with opposite spins, in $u$. Its self-consistent orbital energies are $\varepsilon_u=-0.3311$ Ry and $\varepsilon_g=-0.7788$ Ry, so $g$ is a hole below $u$. The gap estimate is

$$2(-0.7788+0.3311)=-0.895\ {\rm Ry}.$$

For this pair $J=0.9658$ Ry and $K=0.2087$ Ry, so

$$-2(0.9658-0.2087)=-1.514\ {\rm Ry}.$$

The sum is $-2.41$ Ry, or $-32.8$ eV. From total energies, moving one electron from $u$ to $g$ changes $E$ from $-0.0884$ to $-1.2932$ Ry, and twice this difference is also $-2.41$ Ry. The gap estimate has the right sign but is 37% of the diagonal curvature. These digits belong to the small basis: in aug-cc-pVTZ, $\varepsilon_u=-0.42$ Ry and $\varepsilon_g=-0.91$ Ry, the gap estimate is $-0.98$ Ry, the curvature $-2.42$ Ry and the ratio 41%. In this Hartree–Fock example it is not a quantitative curvature, because the omitted term $-2(J-K)$ is larger in magnitude than the gap term itself.

**Q:** If the state can fall this way, how did a calculation find it at all?

**A:** Each orbital was required to stay even or odd. The step from $u$ toward $g$ breaks that requirement, so it was not available during the search. The solution is nevertheless stationary without the constraint: the density of $u^2$ is symmetric, its Fock operator preserves parity, and $F_{ug}=0$. Testing its curvature afterward restores the excluded rotation. An unconstrained minimizer given a small component along it can lower the energy.

**Q:** You have found a downward direction. That excludes a minimum, but a maximum also has downward directions.

**A:** In a complete orbital basis there are upward directions too. Replace $i$ by a normalized trial orbital $\chi$ of spatial width $\lambda$, orthogonal to the occupied orbitals. The two-determinant argument did not require the replacement to be an eigenfunction of $F$, so the curvature is $2(E_i^\chi-E_0)$. As $\lambda\to0$, the kinetic energy of $\chi$ grows as $1/\lambda^2$, whereas its attraction to the nuclei grows no faster than $1/\lambda$. Its repulsion with the other electrons, after exchange, is nonnegative by the integral above. Orthogonalization does not alter this scaling, because the overlap of a narrow smooth function with a fixed orbital tends to zero. The curvature therefore becomes positive. Together with an inverted gap, this makes the solution a saddle.

A finite basis may lack such a direction, and then the same solution can be a maximum within the basis. For $u^2$ at 1.4 bohr in 6-31G the highest curvature is $+4.38$ Ry, so the saddle is already visible there.

**Q:** Diagonal elements describe one rotation at a time. A saddle has an order, and for that I need the whole matrix.

**A:** By order I mean the number of negative eigenvalues of the second-derivative matrix for real rotations, unless I say imaginary. Let $\kappa_{ia}$ be real amplitudes, and rotate the orbitals with $e^A$, where

$$A=\sum_{ia}\kappa_{ia}\left(z|a\rangle\langle i|-z^*|i\rangle\langle a|\right).$$

For a single pair this is the rotation used above, with $\theta=\kappa_{ia}$. The density matrix $D=\sum_i|i\rangle\langle i|$ becomes

$$e^ADe^{-A}=D+[A,D]+\tfrac12[A,[A,D]]+\cdots .$$

Since $D|i\rangle=|i\rangle$ and $D|a\rangle=0$, the first-order change is

$$X=[A,D]=\sum_{ia}\kappa_{ia}\left(z|a\rangle\langle i|+z^*|i\rangle\langle a|\right).$$

Multiplying out the second commutator, with $zz^*=1$, gives

$$\tfrac12[A,X]=\sum_{iab}\kappa_{ia}\kappa_{ib}|a\rangle\langle b|-\sum_{ija}\kappa_{ia}\kappa_{ja}|i\rangle\langle j| .$$

Pairs multiplied here have equal spin. The Fock matrix is the derivative of $E$ with respect to $D$. Because it is diagonal, this second-order change contributes $\sum\kappa_{ia}^2(\varepsilon_a-\varepsilon_i)$ to the energy.

**Q:** And the electron repulsion between the first-order changes?

**A:** It comes from the part of the energy that is quadratic in $D$,

$$\tfrac12\sum_{pqrs}(pq|rs)\Big[D_{qp}D_{sr}-\sum_\sigma D^\sigma_{sp}D^\sigma_{qr}\Big],$$

where $D$ without a label is the sum over spins $\sigma$. Insert $X$ for both factors. In the Coulomb term each pair contributes $(z+z^*)\kappa_{ia}\phi_i\phi_a$ to the density, so the energy is

$$\tfrac12(z+z^*)^2\sum\kappa_{ia}\kappa_{jb}(ia|jb).$$

In the exchange term, the two parts of each $X$ give four products. Two have the factor $zz^*=1$ and the integral $(ij|ab)$. The other two have $z^2=(z^*)^2\equiv\eta$ and the integral $(ib|ja)$. Their energy is

$$-\sum_{\rm same\ spin}\kappa_{ia}\kappa_{jb}\left[(ij|ab)+\eta(ib|ja)\right].$$

Here $\eta=1$ for real and $-1$ for imaginary rotations. Equating the second-order energy to $\tfrac12\sum\kappa_{ia}H_{ia,jb}\kappa_{jb}$ doubles the coefficients:

$$\begin{aligned}H_{ia,jb}={}&2(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(1+\eta)(ia|jb)\\&-2\delta_{\rm spin}\left[(ij|ab)+\eta(ib|ja)\right].\end{aligned}$$

The first delta product also requires equal spin, and I used $(z+z^*)^2=2(1+\eta)$.

**Q:** Does this return the earlier diagonal?

**A:** Yes. For real rotations, $4K_{ia}-2J_{ia}-2K_{ia}=-2(J_{ia}-K_{ia})$. For imaginary ones, $0-2J_{ia}+2K_{ia}$ is the same. The two matrices differ elsewhere: opposite-spin rotations are coupled by $4(ia|jb)$ when real and are uncoupled when imaginary.

Real and imaginary rotations do not mix at second order. Complex conjugation of all orbitals leaves the energy unchanged but reverses the imaginary amplitudes, so a term linear in them must vanish.
 
## 2. Density functionals, coupled rotations and relaxation

**Q:** Restate what we may use before you leave Hartree–Fock.

**A:** Occupied orbitals are $i,j$, empty ones $a,b$; $J_{ia}=(ii|aa)$ and $K_{ia}=(ia|ia)$ are their same-spin repulsion and exchange integrals, in Ry. The matrix $H$ contains second derivatives of the energy for spin-conserving rotations. Real rotations have $\eta=1$, imaginary ones $\eta=-1$, and the two sets do not mix. In Hartree–Fock both have the diagonal

$$d_{ia}=2(E_i^a-E_0)=2(\varepsilon_a-\varepsilon_i)-2(J_{ia}-K_{ia}),$$

with $J_{ia}-K_{ia}>0$. An inverted gap, $\varepsilon_a<\varepsilon_i$, therefore gives a downward direction. Opposite-spin real rotations are coupled by $4(ia|jb)$.

**Q:** Suppose the energy comes from a density functional instead. Does the statement survive?

**A:** It survives if imaginary rotations are allowed, but not in general if orbitals must stay real. Let the energy contain a fraction $c$ of exact exchange, $0\le c\le1$, and a functional $G[n_\uparrow,n_\downarrow]$ of the spin densities that can be expanded to second order. The potential from $G$ enters $F$ and hence the orbital energies. What remains is its second derivative, the kernel $g$. The first-order density change of a pair is

$$\delta n=(z+z^*)\kappa_{ia}\phi_i\phi_a .$$

It is $2\kappa_{ia}\phi_i\phi_a$ for a real rotation and zero for an imaginary one. Thus $G$ adds $4(ia|g|jb)$ to the real matrix and nothing to the imaginary one, where $(ia|g|jb)$ denotes the double integral of $g$ with $\phi_i\phi_a$ and $\phi_j\phi_b$. Exact exchange is multiplied by $c$. The diagonals are

$$d^{\rm real}_{ia}=2(\varepsilon_a-\varepsilon_i)+4K_{ia}-2c(J_{ia}+K_{ia})+4(ia|g|ia),$$

$$d^{\rm imag}_{ia}=2(\varepsilon_a-\varepsilon_i)-2c(J_{ia}-K_{ia}).$$

The imaginary diagonal cannot exceed the gap term, so an inverted gap makes it negative. For any functional of this form, a solution with a same-spin inverted gap in its own orbital energies is therefore not a minimum over complex determinants. A narrow trial orbital again supplies an upward direction in a complete basis, provided the potential from $G$ does not compete with the $1/\lambda^2$ growth of the kinetic energy.

**Q:** What is special about a functional without exact exchange?

An inverted same-spin gap has been shown to rule out a minimum in Hartree–Fock and, once imaginary rotations are allowed, for density functionals of the form considered. It remains to treat the case without exact exchange, to show how real rotations can fail, and to find when the number of inverted gaps gives the order of the saddle.
